# Gate length at which tunnelling equals over-barrier current: verification in Python

```python
"""Length L* of a rectangular barrier at which tunnelling equals over-barrier current.

Result under test: L* solves
    int_0^U T(E) exp(-E/kT) dE = int_U^inf T(E) exp(-E/kT) dE
with T the transmission of an abrupt barrier of height U and length L, and
equal mass in barrier and contacts.  Contacts are nondegenerate.
Rydberg units: hbar = 1, electron mass = 1/2, so -psi''/mass + V psi = E psi.
    U     barrier height above the contact band edge (Ry)
    mass  transport mass in electron masses
    kT    thermal energy (Ry)
    E     longitudinal energy from the contact band edge (Ry)
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import dawsn, expit

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
KB_EV = physical_constants["Boltzmann constant in eV/K"][0]

barrier_ev, mass, temperature = 0.4, 0.2, 300.0
U = barrier_ev / RY_EV
kT = KB_EV * temperature / RY_EV
u = U / kT
NODES, WEIGHTS = np.polynomial.legendre.leggauss(300)
E_MAX = U + 35 * kT


def transmission(E, L):
    """Abrupt-barrier transmission from matching at both edges."""
    wave = np.sqrt(mass * np.abs(U - E))
    inside = np.where(E < U, np.sinh(wave * L), np.sin(wave * L))
    return 1 / (1 + U**2 * inside**2 / (4 * E * np.abs(U - E)))


def boltzmann(E):
    """Supply weight, scaled so that full transmission above U gives kT."""
    return np.exp((U - E) / kT)


def current(low, high, L, supply=boltzmann):
    """Current between two energies, in units of kT for the Boltzmann supply."""
    E = 0.5 * (high - low) * NODES + 0.5 * (high + low)
    integrand = transmission(E, L) * supply(E)
    return 0.5 * (high - low) * np.sum(WEIGHTS * integrand) / kT


def ratio(L, supply=boltzmann):
    return current(0, U, L, supply) / current(U, E_MAX, L, supply)


def crossing(supply=boltzmann):
    return brentq(lambda L: np.log(ratio(L, supply)), 20, 400, xtol=1e-10)


def wkb_ratio(L):
    """Closed form of the WKB current ratio with Dawson's function."""
    lam = 2 * L * np.sqrt(mass * kT)
    edge = np.exp(u - lam * np.sqrt(u))
    return (edge * (1 + lam * dawsn(np.sqrt(u) - lam / 2))
            - 1 + lam * dawsn(lam / 2))


def wave_transmission(E, L, steps=500):
    """Integrate psi'' = mass (U-E) psi backwards from the transmitted wave."""
    k = np.sqrt(mass * E)
    curvature = mass * (U - E)
    psi, slope = np.ones_like(E, dtype=complex), 1j * k
    h = -L / steps
    for _ in range(steps):
        a1, b1 = slope, curvature * psi
        a2, b2 = slope + h * b1 / 2, curvature * (psi + h * a1 / 2)
        a3, b3 = slope + h * b2 / 2, curvature * (psi + h * a2 / 2)
        a4, b4 = slope + h * b3, curvature * (psi + h * a3)
        psi = psi + h * (a1 + 2 * a2 + 2 * a3 + a4) / 6
        slope = slope + h * (b1 + 2 * b2 + 2 * b3 + b4) / 6
    incident = 0.5 * (psi + slope / (1j * k))
    return 1 / np.abs(incident)**2


# Three levels of solution
L_estimate = np.sqrt(U / mass) / (2 * kT)
L_wkb = brentq(lambda L: wkb_ratio(L) - 1, 20, 400, xtol=1e-10)
L_star = crossing()

# Dawson closed form against the defining WKB integral over energy
for L in (60.0, L_wkb, 150.0):
    direct = quad(lambda E: np.exp((U - E) / kT
                  - 2 * L * np.sqrt(mass * (U - E))) / kT,
                  0, U, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    assert abs(direct / wkb_ratio(L) - 1) < 1e-7

# Matching formula and both currents against the integrated wave equation
count = 3000
E_below = (np.arange(count) + 0.5) * U / count
E_above = U + (np.arange(count) + 0.5) * (E_MAX - U) / count
T_below = wave_transmission(E_below, L_star)
T_above = wave_transmission(E_above, L_star)
assert np.allclose(T_below, transmission(E_below, L_star), rtol=1e-5, atol=0)
assert np.allclose(T_above, transmission(E_above, L_star), rtol=1e-5, atol=0)
wave_tunnel = np.sum(T_below * boltzmann(E_below)) * U / count / kT
wave_over = np.sum(T_above * boltzmann(E_above)) * (E_MAX - U) / count / kT
# midpoint sums carry a small discretization error
assert abs(wave_tunnel / wave_over - 1) < 2e-4

# Common limit of the transmission at the barrier top
T_top = 1 / (1 + mass * U * L_star**2 / 4)
near_top = wave_transmission(np.array([U * (1 - 1e-6), U * (1 + 1e-6)]), L_star)
assert np.allclose(near_top, T_top, rtol=1e-4)

# Only one crossing in the scanned range of lengths
scan = np.linspace(2, 400, 800)
signs = np.sign([np.log(ratio(L)) for L in scan])
assert np.count_nonzero(np.diff(signs)) == 1


def one_mode(mu):
    return lambda E: expit((mu - E) / kT) * expit((E - mu) / kT)


def wide_contact(mu):
    return lambda E: expit((mu - E) / kT)


def biased_mode(mu, bias):
    return lambda E: expit((mu - E) / kT) - expit((mu - bias - E) / kT)


# Fermi level, transverse motion and bias drop out when nondegenerate
for supply in (one_mode(-8 * kT), wide_contact(-8 * kT),
               biased_mode(-8 * kT, 4 * kT), one_mode(-12 * kT)):
    assert abs(crossing(supply) - L_star) < 0.02

# Fermi level at the band edge shortens the crossing length
L_mode = crossing(one_mode(0.0))
L_wide = crossing(wide_contact(0.0))
assert L_mode < L_wide < L_star

tunnel = current(0, U, L_star)
over = current(U, E_MAX, L_star)
shares = [current(j * U / 3, (j + 1) * U / 3, L_star) / tunnel
          for j in range(3)]
log_slope = (np.log(ratio(L_star + 0.01)) - np.log(ratio(L_star - 0.01))) / 0.02

print(f"barrier height (input): {barrier_ev:.1f} eV")
print(f"transport mass (input): {mass:.1f} electron masses")
print(f"temperature (input): {temperature:.0f} K")
print(f"barrier height U: {U:.6f} Ry")
print(f"thermal energy kT: {kT:.7f} Ry")
print(f"U/kT: {u:.3f} (dimensionless)")
print(f"decay constant at band edge: {np.sqrt(mass * U):.5f} 1/bohr")
print(f"estimate L0: {L_estimate:.2f} bohr = {L_estimate * BOHR_NM:.2f} nm")
print(f"WKB ratio at L0: {wkb_ratio(L_estimate):.3f} (dimensionless)")
print(f"WKB crossing length: {L_wkb:.2f} bohr = {L_wkb * BOHR_NM:.2f} nm")
print(f"WKB lambda at its crossing: {2 * L_wkb * np.sqrt(mass * kT):.4f}")
print(f"abrupt-barrier L*: {L_star:.2f} bohr = {L_star * BOHR_NM:.2f} nm")
print("currents at L*, relative to full transmission above the barrier:")
print(f"  tunnelling, abrupt barrier: {tunnel:.4f}")
print(f"  over-barrier, abrupt barrier: {over:.4f}")
print(f"  tunnelling, WKB: {wkb_ratio(L_star):.4f}")
print(f"  from wave equation: {wave_tunnel:.4f} and {wave_over:.4f}")
print(f"transmission at barrier top, L*: {T_top:.4f}")
for name, share in zip(("lower", "middle", "upper"), shares):
    print(f"tunnelling share, {name} third of barrier: {100 * share:.1f} %")
print(f"slope of ln(J_T/J_O) at L*: {log_slope:.4f} 1/bohr")
for L in (80, 100, 120, 140, 160):
    print(f"J_T/J_O at L = {L} bohr: {ratio(L):.4g}")
print(f"L*, Fermi level at band edge, one mode: {L_mode:.2f} bohr")
print(f"L*, Fermi level at band edge, wide contact: {L_wide:.2f} bohr")
print("PASS")
```

Output:

```
barrier height (input): 0.4 eV
transport mass (input): 0.2 electron masses
temperature (input): 300 K
barrier height U: 0.029399 Ry
thermal energy kT: 0.0019001 Ry
U/kT: 15.473 (dimensionless)
decay constant at band edge: 0.07668 1/bohr
estimate L0: 100.89 bohr = 5.34 nm
WKB ratio at L0: 2.425 (dimensionless)
WKB crossing length: 108.00 bohr = 5.72 nm
WKB lambda at its crossing: 4.2107
abrupt-barrier L*: 121.44 bohr = 6.43 nm
currents at L*, relative to full transmission above the barrier:
  tunnelling, abrupt barrier: 0.3425
  over-barrier, abrupt barrier: 0.3425
  tunnelling, WKB: 0.2603
  from wave equation: 0.3425 and 0.3425
transmission at barrier top, L*: 0.0441
tunnelling share, lower third of barrier: 44.9 %
tunnelling share, middle third of barrier: 27.6 %
tunnelling share, upper third of barrier: 27.5 %
slope of ln(J_T/J_O) at L*: -0.1121 1/bohr
J_T/J_O at L = 80 bohr: 238.1
J_T/J_O at L = 100 bohr: 14.75
J_T/J_O at L = 120 bohr: 1.177
J_T/J_O at L = 140 bohr: 0.1717
J_T/J_O at L = 160 bohr: 0.05248
L*, Fermi level at band edge, one mode: 120.63 bohr
L*, Fermi level at band edge, wide contact: 121.00 bohr
PASS
```
